# Why nitrogen is deeper than phosphorus in diamond: an off-centre localization model

## What symmetry and dimensions allow

A nitrogen or phosphorus atom X on a carbon site of diamond has five valence electrons. Four enter the bonds to the neighbouring carbons, and the fifth makes the atom a donor. Roughly 1.7 eV is needed to free it from nitrogen and 0.6 eV from phosphorus.

Let X move relative to its four neighbours, and let the vector \(\mathbf q\) be minus that displacement. With X at the centre the site is tetrahedral. If the electronic ground state there is non-degenerate, the energy is a smooth function of \(\mathbf q\) that is unchanged by the tetrahedral operations. No linear function of a vector survives them. The one quadratic invariant is \(q^2\), and the one cubic invariant is \(q_xq_yq_z\):

\[
E(\mathbf q)=E(0)+\tfrac12\alpha q^2-\beta\,q_xq_yq_z+\dots
\]

So no force pushes X off-centre at first order. In the model below, the distortion comes from mixing with higher electronic states, which is a pseudo-Jahn–Teller effect. If \(\beta\neq0\), the cubic term lets a site at finite \(q\) become lower than the centre while \(\alpha\) is still positive, so the change to an off-centre site is abrupt.

The model has three parameters: a hopping energy \(t\), a force \(F\) with which the electron pulls on a bond, and a cage stiffness \(K\). They form one dimensionless number,

\[
\Omega=\frac{F^2}{Kt},
\]

so the energy gained by distortion is \(t\) times a function of \(\Omega\). The contributions to that function are hopping, pull and cage energy.

## Hopping: the reason to stay central

Place the fifth electron in the four X–C antibonding orbitals, with matrix element \(-t\) between each pair (\(t>0\)). The state with equal amplitudes \(1/2\) is the non-degenerate A1 state. Each orbital receives \(-t\) from three others, so its energy is \(-3t\) relative to a single orbital. A state whose amplitudes sum to zero has energy \(+t\); there are three of these, the T2 states. The gap is \(4t\).

Confining the electron to one bond costs \(3t\) of hopping energy.

Energies are measured from the conduction-band edge, with the ionized donor relaxed. The on-centre A1 level is put at \(-E_0\). Long-range Coulomb binding and the chemistry of the undistorted site are contained in \(E_0\), which is an input.

## Pull: the reason to leave

Let \(\mathbf n_i\) be the unit vectors from X to its neighbours, \((1,1,1)/\sqrt3\), \((1,-1,-1)/\sqrt3\), \((-1,1,-1)/\sqrt3\) and \((-1,-1,1)/\sqrt3\). To first order bond \(i\) stretches by \(\mathbf q\cdot\mathbf n_i\). Stretching lowers an antibonding orbital, so its energy changes by \(-F\,\mathbf q\cdot\mathbf n_i\). The cage costs \(Kq^2/2\).

In the A1 state the mean shift is \(-\tfrac14F\,\mathbf q\cdot\sum_i\mathbf n_i=0\), as symmetry requires. Acting on A1, the shifts produce amplitudes \(-\tfrac12F\,\mathbf q\cdot\mathbf n_i\). These sum to zero and so lie wholly in T2. From the components, \(\sum_i(\mathbf q\cdot\mathbf n_i)^2=\tfrac43q^2\). Second-order perturbation theory gives

\[
\Delta E=-\frac{1}{4t}\,\frac{F^2}{4}\,\frac{4q^2}{3}=-\frac{F^2q^2}{12t},
\qquad
\alpha=K-\frac{F^2}{6t}.
\]

The centre is locally unstable for \(\Omega>6\). An off-centre site may win earlier, and finding out requires the full energy.

## The balance at any displacement

Let the electron have amplitudes \(c_i\) and weights \(p_i=c_i^2\), with \(\sum_ip_i=1\). All \(c_i\) can be taken non-negative, because this lowers the hopping energy and leaves the weights alone. Define \(\mathbf P=\sum_ip_i\mathbf n_i\). Then

\[
E+E_0=3t-t\Big[\big(\textstyle\sum_ic_i\big)^2-1\Big]-F\,\mathbf q\cdot\mathbf P+\tfrac12Kq^2 .
\]

The minimum over \(\mathbf q\) is at \(\mathbf q=F\mathbf P/K\), where the last two terms become \(-F^2P^2/2K\). Since \(\mathbf n_i\cdot\mathbf n_j=-1/3\) for \(i\ne j\), and \(\sum_{i\neq j}p_ip_j=1-\sum_ip_i^2\),

\[
P^2=\frac{4\sum_ip_i^2-1}{3},\qquad
\frac{E+E_0}{t}=4-\big(\textstyle\sum_ic_i\big)^2-\frac{\Omega}{6}\big(4\sum_ic_i^4-1\big).
\]

**Which directions compete.** Write \(s=\sum_ic_i\), and let \(\mu\) be the Lagrange multiplier for normalization. Stationarity requires

\[
\frac{4\Omega}{3}c_i^3-\mu c_i+s=0 .
\]

An amplitude cannot be zero at a minimum, because raising it from zero lowers the energy at first order. The cubic has no squared term, so its roots sum to zero, and their product is negative. It therefore has at most two different positive roots. Apart from four equal amplitudes, the electron can divide as two bonds plus two, or as one bond plus three.

**Two plus two.** Let the amplitudes be \(a,a,b,b\), with \(a^2+b^2=1/2\), and set \(y=4ab\), which runs from 0 to 1. Then \(s^2=4(a+b)^2=2+2y\). Also \(\sum_ic_i^4=2(\tfrac14-2a^2b^2)=\tfrac12-\tfrac14y^2\), so

\[
\frac{E+E_0}{t}=2(1-y)-\frac{\Omega}{6}(1-y^2)
=(1-y)\Big[2-\frac{\Omega}{6}(1+y)\Big].
\]

This is never negative for \(\Omega\le6\). For larger \(\Omega\) its minimum is at \(y=6/\Omega\), with value \(-(\Omega-6)^2/6\Omega\).

**One plus three.** Let \(c_1=\cos\theta\) and let each other amplitude be \(\sin\theta/\sqrt3\). Then

\[
s^2-1=\sqrt3\sin2\theta+2\sin^2\theta=1+2\sin(2\theta-30^\circ).
\]

The centred state has \(\theta=60^\circ\). With \(\theta=60^\circ-h\) this becomes \(1+2\cos2h\), so the hopping loss is \(2t(1-\cos2h)=4t\sin^2h\). With \(p=\cos^2\theta\) the weight on the special bond,

\[
4p-1=1+2\cos(120^\circ-2h)=2\sin^2h+2\sqrt3\sin h\cos h=4\sin h\,\sin(h+60^\circ).
\]

Here \(\mathbf P=\tfrac13(4p-1)\mathbf n_1\), so

\[
q=\frac{F}{K}\,\frac{4p-1}{3},\qquad
\frac{E+E_0}{t}=4\sin^2h\Big[1-\frac{2\Omega}{9}\sin^2(h+60^\circ)\Big].
\]

The bracket first reaches zero at \(h=30^\circ\), where the sine is 1. The threshold is therefore

\[
\Omega_c=\frac92 .
\]

There \(4p-1=2\), so the weight on one bond jumps from \(1/4\) to \(3/4\), and the displacement jumps from zero to \(q=3t/F\). Between \(9/2\) and 6 the centre is still locally stable but is no longer the lowest state.

One plus three also beats two plus two above \(\Omega=6\). The trial value \(h=30^\circ\) already gains \(t(2\Omega/9-1)\), which exceeds \(t(\Omega-6)^2/6\Omega\) by \(t(\Omega/18+1-6/\Omega)>0\). Within the model the off-centre ground state thus has one long bond.

**Strong localization.** For large \(\Omega\) the electron sits almost wholly on one bond. The pull and cage then give \(-F^2/2K=-\Omega t/2\), and the lost hopping costs \(3t\). The stretched bond lies about \(4\Omega t/3\) below the others and couples to their symmetric combination by \(\sqrt3t\), which returns \(9t/4\Omega\). To this order

\[
\text{gain}\simeq\frac{F^2}{2K}-3t+\frac{9t}{4\Omega}.
\]

## Two depths for one donor

The ion has lost the electron that pulled, so it relaxes to \(q=0\). The thermal depth compares relaxed states and equals \(E_0\) plus the gain. In a vertical transition the nuclei stay put, and the ion is left with the cage energy:

\[
E_{\rm vert}=E_{\rm th}+\tfrac12Kq^2 .
\]

In this model the two depths are equal for a centred donor, because a symmetric lengthening of all four bonds is left out. To estimate its effect, replace the cage by four equal bond springs. Each needs stiffness \(3K/4\) to reproduce \(K\), and bond \(i\) then stretches by \(4Fp_i/3K\). The cage energy becomes

\[
\frac{2F^2}{3K}\sum_ip_i^2=\frac{F^2P^2}{2K}+\frac{F^2}{6K}.
\]

The extra term \(F^2/6K\) is the same for every division of the electron. It leaves the gain unchanged but adds to the vertical depth, even for a centred donor.

## Nitrogen and phosphorus with numbers

The parameters are rough. The values of \(F\) and \(K\) for nitrogen were chosen to put its depth in the real range, so that depth is not a prediction. Both atoms have \(E_0=0.6\) eV and \(t=0.6\) eV. Holding \(E_0\) fixed isolates the distortion; it is an assumption about undistorted nitrogen.

**Nitrogen:** \(F=12\) eV/Å, \(K=26\) eV/Å\(^2\), starting bond 1.545 Å. Then

\[
\Omega=\frac{12^2}{26\times0.6}=9.23>4.5 .
\]

Numerical minimization over \(h\) gives \(p=0.972\), hence

\[
q=\frac{12}{26}\,\frac{4(0.972)-1}{3}=0.44\ \text{Å},
\]

and a long bond of 1.99 Å. The contributions at the minimum are:

- pull: \(-F^2P^2/K=-5.13\) eV;
- cage: \(+2.56\) eV, half the size of the pull because the forces balance;
- lost hopping: \(+1.42\) eV.

Before rounding they sum to \(-1.14\) eV. The thermal depth is \(0.60+1.14=1.74\) eV, and the vertical depth is \(1.74+2.56=4.31\) eV before rounding of the terms. The strong-localization formula gives a gain of \(2.77-1.80+0.15=1.12\) eV, so this electron is close to that limit.

**Phosphorus:** \(F=9\) eV/Å, \(K=36\) eV/Å\(^2\), starting bond 1.70 Å. Then

\[
\Omega=\frac{9^2}{36\times0.6}=3.75<4.5 .
\]

The atom stays central, each bond holds a quarter of the electron, and both depths are 0.60 eV in the model. Symmetric bond lengthening, estimated as above, would raise the vertical one by \(81/(6\times36)=0.38\) eV. Putting three quarters of the electron on one bond would cost \(0.6\,(1-2\times3.75/9)=0.10\) eV. Off-centre stationary points first appear at \(\Omega=4.34\), found by scanning the displacement along a bond, so phosphorus has no metastable off-centre site here either.

Neither change alone centres phosphorus. With nitrogen's stiffness and the weaker pull, \(\Omega=81/(26\times0.6)=5.2\). With nitrogen's pull and the stiffer cage, \(\Omega=144/(36\times0.6)=6.7\). Both exceed 4.5.

## Why the two atoms fall on opposite sides

Phosphorus is too large for the site. This can be examined in the ion X(CH\(_3\))\(_4^+\), treated by restricted Hartree–Fock theory with the 6-31G basis and polarization functions on X. The methyl groups are kept rigid. A parabola through three energies gives preferred bonds of 1.50 Å for N–C and 1.81 Å for P–C. The host bond is 1.545 Å, so nitrogen nearly fits and phosphorus is squeezed.

The stiffness follows from the energy rise \(\Delta E\) when X moves by \(\delta=0.1\) Å along a cube axis in a fixed cage, as \(2\Delta E/\delta^2\). With 1.545 Å bonds it is 52 eV/Å\(^2\) for N and 104 for P. Widening the phosphorus cage to 1.70 Å, an assumed compromise between host and preferred lengths, lowers its value to 66. The ratio to nitrogen is then 1.27. For the chosen \(F\) and \(t\), phosphorus stays central if

\[
\frac{K_P}{K_N}\ge\frac{81}{4.5\times0.6\times26}=1.15 .
\]

The cluster ratio satisfies this, with little to spare, and its digits are not converged. With the def2-SVP basis the two stiffnesses are 51 and 63 eV/Å\(^2\) (ratio 1.22), and with second-order (MP2) correlation added they are 46 and 59 (ratio 1.30). The assumed cage width matters more: at 1.76 Å the same two treatments give ratios of 1.02 and 1.08, below the required 1.15.

The weaker pull rests on a scaling assumption. If the bonding–antibonding coupling falls as \(d^{-2}\) with bond length \(d\), its slope falls as \(d^{-3}\). Nitrogen's 12 eV/Å then becomes \(12(1.545/1.70)^3=9.0\) eV/Å for phosphorus.

The absolute stiffness is a weaker point. The cluster value for nitrogen is twice the \(K\) used in the model. With \(K=52\) eV/Å\(^2\) and the same \(F\) and \(t\), \(\Omega\) would be 4.6, barely past the threshold, and the gain would be about 0.02 eV. Letting the methyl groups relax would soften the response, but whether by a factor of two was not computed. The cluster shows that a squeezed phosphorus cage is the stiffer one, by a margin that shrinks as the cage widens. It establishes neither that phosphorus lies below the threshold nor the size of nitrogen's gain.

## Weighing what was left out

**Anharmonicity.** A displacement of 0.44 Å is large for a linear pull and a harmonic cage. Let each bond, stretched by \(x\), have a Morse energy with range parameter 2 Å\(^{-1}\) and the same total curvature, and let its orbital shift by \(-\tfrac12Fd\,[1-d^2/(d+x)^2]\). With the stretches still taken to first order, \(x=\mathbf q\cdot\mathbf n_i\), minimization along the bond axis gives nitrogen \(q=0.35\) Å and a depth of 1.07 eV. Phosphorus stays central at 0.60 eV. Second-order changes of bond length and a separate resistance to bending are left out, and the result depends on them: with exact bond lengths and no resistance to bending, the lowest state of both atoms lies near \(q=1.2\) Å, beyond the plane of three neighbours.

**Spill into the host.** A real on-centre donor state extends beyond four bonds. Add one host orbital at the band edge, coupled so that it takes half of the on-centre state while \(E_0\) stays at 0.6 eV. Nitrogen's depth becomes 1.18 eV and phosphorus again stays at 0.60 eV. The bond orbitals now start 0.6 eV higher, and a localized electron recovers little of this through the host.

Taken separately, these corrections lower nitrogen's depth by 0.67 and 0.56 eV. Applied together, they remove the whole 1.14 eV gain: nitrogen returns to the centre at 0.60 eV, level with phosphorus, unless \(F\) and \(K\) are chosen again. The margin is thin: an off-centre minimum at \(q=0.31\) Å survives only 0.01 eV above the centre. Each correction alone keeps the order of the donors.

**Long-range binding.** With rough masses of 1.4 and 0.36 electron masses, replaced by a single averaged mass, and permittivity 5.7, the hydrogen-like depth is about

\[
13.6\times\frac{0.478}{5.7^2}=0.20\ \text{eV},\qquad
0.478=\frac{3}{1/1.4+2/0.36}.
\]

A variational treatment that keeps the two masses separate gives 0.22 eV. The remaining 0.4 eV or so of \(E_0\) is put in by hand.

**Nuclear quantum motion.** A nitrogen mass on the spring \(K\) has a quantum of 0.088 eV, hence 0.044 eV of zero-point energy per mode. The depth changes by the difference between neutral donor and ion, which was not computed.

To change its long bond, nitrogen can pass through the two-plus-two state. The barrier is

\[
1.143-0.6\,\frac{(9.231-6)^2}{6\times9.231}=1.03\ \text{eV}.
\]

Neighbouring wells are \(L=q\sqrt{8/3}=0.725\) Å apart. For a parabolic barrier of height \(B\) and a nitrogen mass \(M\), the tunnelling amplitude is of order \(e^{-S}\), with \(S=\tfrac{\pi}{4}L\sqrt{2MB}/\hbar\simeq47\). The parabola overestimates the barrier near the wells; the model's own energy along the straight path gives \(S\simeq35\). Either value makes tunnelling between the wells many orders of magnitude slower than a vibration.

## Beside real diamond

Real substitutional nitrogen is trigonal, with most of its unpaired electron on one carbon neighbour, in line with the off-centre solution. The model's vertical depth of 4.3 eV is far above the observed photoionization onset, roughly 2 eV. Symmetric bond lengthening, estimated as above, would add another \(144/(6\times26)=0.92\) eV and widen the gap. An onset is not a vertical energy, and a harmonic cage is doubtful at this displacement, but the cause of the mismatch was not determined. The model should not be used to predict optical energies.

For a device the consequence is the supply of electrons. Take \(N_D=10^{17}\) cm\(^{-3}\) donors without compensation. With six valleys and a density-of-states mass \(m_d=(1.4\times0.36^2)^{1/3}m_e\), the ionized fraction \(x\) obeys

\[
\frac{x^2}{1-x}=\frac{N_c}{gN_D}e^{-E_{\rm th}/k_BT},\qquad
N_c=12\Big(\frac{2\pi m_dk_BT}{h^2}\Big)^{3/2}.
\]

In the model the degeneracy \(g\) is 2 for phosphorus, from spin on an isolated A1 level, and 8 for nitrogen, from spin and four orientations. At 300 K the fractions are \(1.6\times10^{-4}\) for phosphorus and \(2\times10^{-14}\) for nitrogen. At 500 K they are 0.025 and \(2\times10^{-8}\). The isolated A1 level is an assumption for phosphorus: six valleys give up to twelve donor states with spin, and if all are thermally accessible its fractions fall to \(6.7\times10^{-5}\) and 0.010. Acceptors in real material capture electrons and lower the free density further. Under these equilibrium conditions phosphorus is a weak donor at room temperature, and nitrogen supplies practically no carriers.
